Lorenz ratio of a free-electron metal with phonon and impurity scattering, part 1

(Sections cited here and not found follow in the second part.)

Why the Lorenz ratio of a pure metal falls below the Wiedemann-Franz value

1. A prediction that fails

The thermal conductivity κ of a metal can be estimated from its electrical resistivity ρ through the Wiedemann-Franz law, κρ/T = L0, with L0 = (π²/3)(k_B/e)² = 2.443×10⁻⁸ W Ω/K². For the model metal of these notes at 24.9 K the resistivity is 0.00295 μΩ cm, and the law gives κ = 2.06×10⁴ W/(m K). The Boltzmann equation of the same metal gives 1.6×10³ W/(m K). The law is too high by a factor of 13. At the Debye temperature of the model, 316 K, the Lorenz ratio L = κρ/T is 14% below L0, and near 1 K it is within 1% of L0.

The short explanation is that thermal phonons at low temperature scatter electrons inelastically through small angles, which relaxes a heat current but not a charge current. Three points need more care than that sentence gives them. Small-angle events do relax the charge current, with a small weight q²/2k_F². The thermal resistivity W = 1/κ goes as T² only well below the Debye temperature Θ. In the pure limit of this model, which has no umklapp and no electron-electron scattering, L/L0 has no minimum: it falls to zero as T², and a dip appears only because residual elastic scattering restores L0 as T → 0.

2. Model and units

The electrons are free, with a spherical Fermi surface and T ≪ E_F. The phonons are one longitudinal Debye branch, ω = cq for q ≤ q_D, with q_D ≤ 2k_F and Θ = c q_D. They are held in equilibrium at the local temperature. The squared matrix element for absorbing or emitting a phonon is |g|² = Gq/V, with V the volume; this is the deformation-potential form, in which the coupling is proportional to q and the squared zero-point amplitude to 1/ω. Umklapp processes are left out, and only electrons carry heat.

Rydberg units are used: ħ = 2m = e²/2 = k_B = 1. Then ε = k², temperatures and rates are in Ry, and L0 = π²/(3e²) = π²/6 = 1.645. The symbols m and e are kept in formulas. The reduced variables are

η = (ε − μ)/T,  z = ω/T,  x = Θ/T,  t = T/Θ = 1/x,  a = q_D²/(2k_F²)

and f(η) = 1/(e^η + 1), w(η) = f(1 − f), so that −∂f/∂ε = w/T. The density of states per spin and volume at the Fermi level is N0 = m k_F/(2π²), and n = k_F³/(3π²).

The numbers belong to a model with round parameters: one electron per atom, r_s = 3 bohr, Θ = 0.002 Ry (315.8 K), coupling λ = 0.2 and impurity rate γ0 = 10⁻⁶ Ry, the last two defined below. Then n = 3/(4πr_s³) = 0.008842 bohr⁻³, k_F = (3π²n)^(1/3) = 0.6397 bohr⁻¹, q_D = (6π²n)^(1/3) = 0.8060 bohr⁻¹, a = 2^(−1/3) = 0.7937, E_F = 0.4092 Ry, Θ/E_F = 0.0049 and c = 2.481×10⁻³ Ry bohr. The unit of resistivity is the time ħ/Ry divided by 4πε0, which is 43.48 μΩ cm. The unit of thermal conductivity is k_B Ry/(ħ bohr) = 5393 W/(m K).

3. Resistivity as a quadratic form

Write the occupation as f_k + Φ_k w_k/T, with f_k the local equilibrium value. Take one pair of states k, k' with ε' = ε + ω. The net flow k → k' is absorption minus emission,

2π|g|² δ(ε' − ε − ω) [ n_ω f(1 − f') − (n_ω + 1) f'(1 − f) ]

with n_ω = 1/(e^z − 1), and a prime meaning "at k'". In equilibrium the two terms are equal; call their common value, prefactor included, P_kk' = P_k'k. To first order in Φ, f(1 − f') is multiplied by 1 + [Φ(1 − f) − Φ'f']/T, and f'(1 − f) by 1 + [Φ'(1 − f') − Φf]/T. The difference of the two brackets is Φ − Φ'. The collision term is therefore −(1/T) Σ_k' P_kk'(Φ_k − Φ_k').

The drift terms act on the local equilibrium function. With charge −e, ∂f/∂T = (w/T)(ε − μ)/T, ∂f/∂μ = w/T, and the force term is −eE·v ∂f/∂ε = eE·v w/T. Absorbing ∇μ/e into E, the steady state obeys

(1/T) Σ_k' P_kk'(Φ_k − Φ_k') = X_k,   X_k = −(w_k/T) v_k·[ eE + (ε − μ)∇T/T ]

Define the bilinear form

Q[Ψ,Φ] = (1/TV) Σ_kk' P_kk' (Ψ_k − Ψ_k')(Φ_k − Φ_k')

The sums run over one spin. Because P is symmetric, the terms in Ψ_k' equal those in Ψ_k after relabelling, so Q[Ψ,Φ] = (2/V) Σ_k Ψ_k (1/T) Σ_k' P(Φ_k − Φ_k'), and the factor 2 serves as the spin sum. For the true solution Φ* this is Q[Ψ,Φ*] = (2/V) Σ Ψ X for any Ψ.

For a field along x alone, the current is j = (2/V) Σ (−e) v_x Φ* w/T, so Q[Φ*,Φ*] = jE = E²/ρ. The form is non-negative, so the Cauchy-Schwarz inequality Q[Ψ,Φ*]² ≤ Q[Ψ,Ψ] Q[Φ*,Φ*] holds. Its left side is E²S_e², and

ρ ≤ Q[Ψ,Ψ]/S_e²,   S_e = (2/V) Σ e v_x Ψ w/T

For a gradient alone, the heat current is U = (2/V) Σ (ε − μ) v_x Φ* w/T, so Q[Φ*,Φ*] = −U∇T/T = κ(∇T)²/T. The left side of the inequality is (∇T/T)² S_h², and

W ≤ T Q[Ψ,Ψ]/S_h²,   S_h = (2/V) Σ (ε − μ) v_x Ψ w/T

Both become equalities at Ψ = Φ*. The measured κ is defined at zero current and is smaller than this one by TS²/ρ, with S the thermopower. Relative to κ this is about S²/L. With eS of order T/E_F, and L/L0 no smaller than order t² below Θ and of order one above it, this is at most of order (Θ/E_F)² below Θ and (T/E_F)² above, apart from a numerical factor that approaches 3π² at high temperature. In the model it is below 0.1% at T = Θ, and it is dropped.

To leading order in T/E_F the density of states and the speed are constant across the thermal window. Both sources are proportional to k̂_x, and an isotropic collision operator preserves that angular dependence, so Ψ = φ(η) k̂_x loses nothing. With (2/V)Σ_k → 2N0 ∫dε ∫dΩ/4π and ⟨k̂_x²⟩ = 1/3,

S_e = (2N0 e v_F/3) ∫φ w dη,   S_h = (2N0 v_F T/3) ∫φ η w dη

Set Q = (2N0/3) R[φ], and use 2N0v_F²/3 = k_F³/(3π²m) = n/m. The bounds become ρ ≤ (m/ne²) R/(∫φw)² and W ≤ (m/nT) R/(∫φηw)². Define two rates by

ρ = m γ_ρ/(ne²),   W = m γ_W/(ne² L0 T) = 3m γ_W/(π² n T)

Then L/L0 = ρ/(W T L0) = γ_ρ/γ_W, and

γ_ρ = min over φ of R[φ]/(∫φ w dη)²
γ_W = min over φ of (π²/3) R[φ]/(∫φ η w dη)²

The same R governs both. The Wiedemann-Franz law says that these two minima coincide.

4. Two ways of destroying a current

Average (ΔΨ)² over the orientation of the pair k, k' at fixed angle θ between them. Since ⟨k̂_x k̂'_x⟩ = (cos θ)/3,

⟨(φk̂_x − φ'k̂'_x)²⟩ = ⅓[φ² + φ'² − 2φφ' cos θ] = ⅓[(φ − φ')² + 2φφ'(1 − cos θ)]

The first term needs a change of energy and no change of direction; it is called vertical. The second needs a change of direction; it is called horizontal.

The simplest trial functions copy the sources. For charge φ = 1, a rigid shift of the Fermi sphere: extra electrons move one way at all energies. For heat φ = η: electrons moving down the gradient are in excess above μ and in deficit below it, and the reverse holds on the other side of the sphere. A vertical jump leaves the first pattern untouched, because φ − φ' = 0. It damages the second even at θ = 0, because φ' − φ = z: an electron above μ that drops below it continues in the same direction but now carries heat of the opposite sign.

5. Three integrals over the Fermi window

The second moment of w follows from w = Σ_j (−1)^(j+1) j e^(−jη) for η > 0 and ∫₀^∞ η² e^(−jη) dη = 2/j³:

∫η² w dη = 4 Σ_j (−1)^(j+1)/j² = 4·π²/12 = π²/3

Also ∫w dη = 1, and ∫ηw dη = 0 because w is even. With φ = 1 and φ = η the trial rates are thus γ_ρ = R[1] and γ_W = (π²/3)R[η]/(π²/3)² = (3/π²) R[η].

For inelastic steps, putting the two Fermi functions over a common denominator gives

f(η) − f(η+z) = e^(η+z)(1 − e^(−z)) / [(e^η + 1)(e^(η+z) + 1)] = (1 − e^(−z)) f(η)[1 − f(η+z)]

Since df/dη = −w, the left side is ∫₀^z w(η+s) ds. For any weight h(η), substituting y = η + s,

∫h(η) f(η)[1 − f(η+z)] dη = (1 − e^(−z))⁻¹ ∫₀^z ds ∫w(y) h(y − s) dy

For h = 1 the double integral is z. For h = η(η+z), h(y − s) = y² + y(z − 2s) − s(z − s); the y average is π²/3 − s(z − s), and ∫₀^z s(z − s) ds = z³/6. Multiplying by n_ω and using n_ω/(1 − e^(−z)) = e^z/(e^z − 1)² ≡ β(z),

n_ω ∫f(1 − f') dη = z β(z)
n_ω ∫η η' f(1 − f') dη = z β(z) (π²/3 − z²/6)

All remaining integrals are of the type J_p(x) = ∫₀^x z^p β(z) dz. For large x, β = Σ_j j e^(−jz) gives J_p(∞) = p! ζ(p): J3 = 7.212, J5 = 124.43, J7 = 5082.1. For small z, z²β = [(z/2)/sinh(z/2)]² = 1 − z²/12 + …, so J5 = (x⁴/4)(1 − x²/18 + …) and J7 = x⁶/6 + ….

6. First contribution: elastic scattering

For static impurities of density n_i and potential U(θ), P = (2π n_i/V)|U|² w δ(ε − ε'). Then φ' = φ and only the horizontal term survives:

Q = (1/T) N0 ∫dε w · 2π N0 n_i ⟨|U|²(1 − cos θ)⟩ · (2/3) φ²

Hence R_imp = γ0 ∫φ² w dη, with γ0 = 2πN0 n_i⟨|U|²(1 − cos θ)⟩ taken constant across the window. Cauchy-Schwarz gives (∫φw)² ≤ ∫φ²w, with equality at φ = 1, and (∫φηw)² ≤ (π²/3)∫φ²w, with equality at φ = η. The trial functions are exact here, γ_ρ = γ_W = γ0, and L = L0. The angular distribution does not matter: small angles reduce both rates through the same 1 − cos θ. Small angles alone therefore cannot break the law; the energy transfer is needed.

In the model m/(ne²) = 0.5/(2 × 0.008842) = 28.27, so the residual resistivity is 2.827×10⁻⁵, or 0.00123 μΩ cm.

7. The phonon quadratic form

In the double sum each pair appears twice, once as absorption and once as emission, with the same P. Keeping absorption and doubling,

Q = (2/TV) Σ_k Σ_k' 2π|g|² n_ω f(1 − f') δ(ε' − ε − ω) (ΔΨ)²

The momentum transfer obeys q² = (k − k')² + 2kk'(1 − cos θ). The radial part is k' − k = ω/v_F = (c/v_F) q, and (c/v_F)² is of order 10⁻⁶ for v_F = 2k_F, so it is dropped:

1 − cos θ = q²/(2k_F²) = a z²/x²

because q/q_D = ω/Θ = z/x. The angular measure is dΩ'/4π = ½ |d cos θ| = q dq/(2k_F²). The sum over k' is V N0 ∫dε' ∫q dq/(2k_F²), and the ε' integral removes the delta function. The factors that depend on q define the Eliashberg function:

α²F(ω) dω = N0 G q · q dq/(2k_F²),   α²F = λ(ω/Θ)²,   λ = N0 G q_D²/(2k_F² c)

This λ equals 2∫α²F dω/ω, the usual mass-enhancement constant; λ = 0.2 corresponds to G = 0.0386 Ry² bohr⁴ with N0 = 0.01620. With dε = T dη, dω = T dz and the factor 2N0/3 taken out,

R_ph[φ] = (2πλT/x²) ∫₀^x dz z² n_ω ∫dη f(η)[1 − f(η+z)] { (φ − φ')² + 2φφ' a z²/x² }

8. Second contribution: turning the charge current

For φ = 1 the braces equal 2a z²/x², and the first window integral gives

γ_ρ = (2πλT/x²)(2a/x²) ∫₀^x z⁵β dz = 4πλ a T J5(x)/x⁴

This is the Bloch-Grüneisen law. For T ≫ Θ, J5 → x⁴/4 and γ_ρ = πλaT. For T ≪ Θ,

γ_ρ = B t⁵,   B = 480π ζ(5) λ a Θ = 0.4964 Ry

To separate the number of collisions from their effect, keep only the terms φ² + φ'² of R, which describe scattering out of a state, and set φ = 1. This gives the collision rate averaged over the window,

γ_c = (2πλT/x²) · 2 ∫₀^x z³β dz = 4πλT J3(x)/x²

which goes as T³ at low temperature. The collisions are distributed over z with weight z³β/J3, so the mean of z² per collision is J5/J3, and

γ_ρ = γ_c ⟨1 − cos θ⟩,   ⟨1 − cos θ⟩ = a t² J5/J3

The T⁵ is T³ from the number of collisions times T² from the squared angle: thermal phonons have q ~ T/c, and the direction of k diffuses over the sphere in steps q/k_F.

At t = 0.1, T = 2×10⁻⁴ Ry and 4πλT = 5.027×10⁻⁴ Ry. Numerical quadrature gives J3(10) = 7.150, J5(10) = 116.38, J7(10) = 3972.1. Then

γ_c = 5.027×10⁻⁴ × 7.150/10² = 3.594×10⁻⁵ Ry
γ_ρ = 5.027×10⁻⁴ × 0.7937 × 116.38/10⁴ = 4.643×10⁻⁶ Ry

The charge current needs γ_c/γ_ρ = 7.7 collisions at this temperature, and the number grows as t⁻² once J3 and J5 have reached their low-temperature limits.

9. Third contribution: vertical relaxation of heat

For φ = η the vertical term is (φ − φ')² = z², independent of η, so

γ_vert = (3/π²)(2πλT/x²) ∫₀^x z⁵β dz = 4πλT · 3J5(x)/(2π²x²)

The factor a is absent: the rate would be the same if every collision were exactly forward. In terms of the collision rate,

γ_vert = γ_c ⟨z²⟩/(2π²/3)

the mean square energy step measured against twice the variance of the window. At low temperature ⟨z²⟩ = 124.43/7.212 = 17.3 is independent of T, because the phonon energy and the window both scale with T. The ratio is 17.3/6.58 = 2.6, so at this order heat is relaxed in less than one collision. The identity z² = η² + η'² − 2ηη' shows why a count below one is possible. By the second window integral the mean of ηη' per collision is π²/3 − 17.3/6 = 0.41, small and positive, so the mean of η² + η'² is 17.3 + 0.8 = 18.1 against 6.58 for the window itself. Collisions involve states farther from μ than the window average; these states carry the heat, and they scatter faster than γ_c. The low-temperature rate is

γ_vert = A t³,   A = 720 ζ(5) λΘ/π = 0.09506 Ry

and since W ∝ γ_W/T, the thermal resistivity goes as T². At t = 0.1,

γ_vert = 5.027×10⁻⁴ × (3/2π²) × 116.38/10² = 8.891×10⁻⁵ Ry

which is 19 times γ_ρ. For T ≫ Θ the step z ≤ x is short compared with the window, and γ_vert/γ_ρ = 3x²/(2π²a) vanishes.

With the simplest trial functions, phonons relax the charge current at a rate that goes as T⁵ at low temperature, while vertical scattering relaxes the heat current at a rate that goes as T³. What remains is the horizontal part of the heat rate, the resulting Lorenz ratio and its comparison with the exact solution, and the dip that impurities produce.

Numbers in the example were calculated in double precision.
